# Curie-Weiss permittivity from a weakly temperature-dependent polarizability

Suppose a crystal has a permittivity that diverges near 400 K with a Curie constant of $1.5\times10^5$ K, and we try to explain it by permanent dipoles that turn freely and feel each other's mean field. That model does give a Curie-Weiss law, but its Curie constant is three times the divergence temperature, or 1200 K. It is too small by a factor of 125. At 450 K it predicts a relative permittivity of 25, where the larger constant gives about 3000.

The missing idea is that the dipoles need not be permanent. Induced dipoles also reinforce one another, and the reinforcement can diverge while the polarizability itself hardly changes with temperature. The notes below begin with a fixed polarizability and add temperature afterwards. SI units are used, and $\varepsilon$ is the relative permittivity.

## 1. A rigid cubic lattice at one temperature

Place identical polarizable units on a simple cubic lattice, $N$ per unit volume. Each acquires a dipole moment $\alpha F$ in a local field $F$, so the polarization is $P=N\alpha F$. The response is taken as linear, and the units as point dipoles.

The local field differs from the macroscopic field $E$, because a unit feels its neighbours but not itself. To find it, draw a large sphere around one unit. Treat the material outside as a continuum and the dipoles inside one by one.

The continuum ends at the sphere's surface. Its outward normal there points into the sphere, so at angle $\theta$ from the polarization the surface charge density is $-P\cos\theta$. Negative charge in the forward direction pulls the field at the centre forward. Adding the components along $P$ gives

$$
F_{\rm surface}=\frac{P}{4\pi\varepsilon_0}\,2\pi\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta
=\frac{P}{2\varepsilon_0}\cdot\frac23=\frac{P}{3\varepsilon_0}.
$$

The sphere's radius has cancelled, since the area grows as its square and the field of each charge falls as its square.

For dipoles along $z$, those inside the sphere contribute a field along $z$ proportional to

$$
\sum\frac{3z^2-r^2}{r^5}.
$$

Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal. Since $r^2=x^2+y^2+z^2$, the total is zero. The transverse components contain $xz$ or $yz$ and cancel between mirror-image sites. Hence

$$
F=E+\frac{P}{3\varepsilon_0}. \tag{1}
$$

A different arrangement of the same sum tests this result. Stack infinite lattice planes with all dipoles parallel to the planes. No surface charge appears, so $E=0$ and the whole local field comes from the other dipoles. I summed the dipole fields explicitly within a circle of 600 cell edges in each of nine planes, and replaced the rest of each plane by a continuum. The local field came out as $0.3333332\,P/\varepsilon_0$, in agreement with the factor $1/3$.

Now define the dimensionless polarizability-density product

$$
x=\frac{N\alpha}{3\varepsilon_0}.
$$

Then $N\alpha=3\varepsilon_0x$, and equation (1) gives

$$
P=3\varepsilon_0x\left(E+\frac{P}{3\varepsilon_0}\right)=3\varepsilon_0xE+xP.
$$

Moving $xP$ to the left and dividing by $1-x$,

$$
P=\frac{3\varepsilon_0xE}{1-x},\qquad
F=E+\frac{xE}{1-x}=\frac{E}{1-x}. \tag{2}
$$

Since $\varepsilon=1+P/(\varepsilon_0E)$,

$$
\varepsilon=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
$$

Writing the numerator as $3-2(1-x)$ separates the divergent part:

$$
\varepsilon=\frac{3}{1-x}-2. \tag{3}
$$

This is the Clausius-Mossotti relation. Indeed, $\varepsilon-1=3x/(1-x)$ and $\varepsilon+2=3/(1-x)$, so their ratio is $(\varepsilon-1)/(\varepsilon+2)=x$.

**Dilute limit.** For $x\ll1$, $\varepsilon-1\approx3x=N\alpha/\varepsilon_0$. This is the response of independent units, as it should be when neighbours are far apart.

**Dense limit.** The factor $1/(1-x)$ is a sum over feedback. The applied field polarizes the units; their polarization adds $xE$ to the local field; that addition induces a further $x^2E$, and so on:

$$
F=E(1+x+x^2+\cdots).
$$

For $0<x<1$ the sum is $E/(1-x)$. At $x=1$ each round of feedback is as large as the last, and for $x>1$ the rounds grow. Equation (3) would then return a negative number, but this is not the permittivity of a stable state. The unpolarized lattice is unstable, and its polarization grows until nonlinear forces, absent from this model, stop it.

**Other patterns.** This argument follows uniform polarization only. On a simple cubic lattice of point dipoles, columns that point alternately up and down reinforce one another more strongly: their field factor is 0.426 instead of $1/3$, and they would already grow at $x=0.78$. This is the strongest of a whole family: slower modulations across the columns also have factors above $1/3$, for example 0.338 for a wave ten cell edges long along a cube axis. We assume below that other forces, such as short-range repulsion between ions, suppress all these patterns. On a body-centred or face-centred cubic lattice equation (1) is the same and no pattern has a larger factor than the uniform one, so the assumption is not needed there.

## 2. Let the product drift with temperature

Let $x$ fall through 1 at a temperature $T_0$. Near that point a smooth function is approximately a straight line:

$$
x(T)=1-\beta(T-T_0),\qquad \beta>0. \tag{4}
$$

Then $1-x=\beta(T-T_0)$, and equation (3) becomes

$$
\boxed{\varepsilon=\frac{C}{T-T_0}-2,\qquad C=\frac3\beta,\qquad T>T_0.} \tag{5}
$$

Within the Clausius-Mossotti model no further approximation enters once $x$ is linear. The first term is the Curie-Weiss law. The constant $-2$ matters little when $\varepsilon$ is in the thousands.

A limit far from the divergence tests the constant. If the straight line were continued to $T-T_0=1/\beta$, the product $x$ would vanish, and equation (5) gives $\varepsilon=3-2=1$, the vacuum value. A real material would not follow the line so far, but the algebra has the right end point.

The formula also shows why $C$ can be large. The quantity that diverges is $1/(1-x)$, and a small $\beta$ means that $x$ leaves the value 1 slowly on heating. The permittivity therefore stays high over a wide range. A weak temperature dependence of the microscopic product gives a large Curie constant.

## 3. Where the small slope comes from

The slope has two parts. Let $a$ be the linear thermal expansion coefficient and $g=d\ln\alpha/dT$ the relative temperature coefficient of the polarizability. The number density varies as the inverse cube of the cell edge, so $d\ln N/dT=-3a$. Therefore

$$
\frac{d\ln x}{dT}=g-3a.
$$

At $T_0$ we have $x=1$, so $dx/dT=d\ln x/dT$. Comparison with equation (4) gives

$$
\beta=3a-g. \tag{6}
$$

If $g=0$, expansion alone dilutes the dipoles and makes $\beta$ positive. If the polarizability rises with temperature, it opposes the dilution. At $g=3a$ the linear term disappears and equation (5) no longer applies. For $g>3a$ the product rises on heating, and the stable unpolarized side lies below $T_0$ instead of above it.

Take round values $a=1.0\times10^{-5}$ K$^{-1}$ and $g=1.0\times10^{-5}$ K$^{-1}$. Then

$$
\beta=(3.0-1.0)\times10^{-5}=2.0\times10^{-5}\ {\rm K^{-1}},
$$

$$
C=\frac{3}{2.0\times10^{-5}}=1.5\times10^5\ {\rm K}.
$$

The small slope has a price: $T_0$ is extremely sensitive to the polarizability. Raising $\alpha$ by 0.1% raises $x$ by about 0.001, which moves the crossing by $0.001/\beta=50$ K. The model gives the form of the law and shows how $C$ can be large, but $T_0$ has to be supplied.

How good is the straight line? With constant $a$ and $g$ defined relative to $T_0$, and $\Delta=T-T_0$, the full product is

$$
x=\frac{1+g\Delta}{(1+a\Delta)^3}
=1-\beta\Delta+(6a^2-3ag)\Delta^2+\cdots.
$$

Call the quadratic coefficient $c$; here $c=3\times10^{-10}$ K$^{-2}$. Expanding equation (3) for small $c\Delta/\beta$,

$$
\frac{3}{\beta\Delta-c\Delta^2}
\approx\frac{3}{\beta\Delta}\left(1+\frac{c\Delta}{\beta}\right)
=\frac{C}{\Delta}+\frac{3c}{\beta^2}.
$$

The curvature adds a constant of about 2.3 to $\varepsilon$ and leaves the divergent term alone. At $\Delta=50$ K the full product gives 3000.3 and the linear law 2998.0. At 100 K the values are 1500.3 and 1498.0, with the same difference.

## 4. The permanent-dipole case

The model that failed at the start can be put through the same equations. Give each unit a permanent moment $p$ that turns freely. In a weak local field the Boltzmann weight of an orientation is proportional to $1+y\cos\theta$, where $y=pF/(k_BT)\ll1$. With $u=\cos\theta$ uniformly distributed in the absence of a field,

$$
\langle\cos\theta\rangle=
\frac{\int_{-1}^{1}u(1+yu)\,du}{\int_{-1}^{1}(1+yu)\,du}
=\frac{2y/3}{2}=\frac y3.
$$

The mean moment is $p^2F/(3k_BT)$, so $\alpha=p^2/(3k_BT)$. At fixed $N$ and $p$, the product $x$ varies as $1/T$ and equals 1 at $T_0$; hence $x=T_0/T$. Equation (3) gives

$$
\varepsilon=\frac{3T}{T-T_0}-2=\frac{3T_0}{T-T_0}+1. \tag{7}
$$

The Curie constant is now $3T_0$. This agrees with the general rule, because the slope of $T_0/T$ at $T_0$ is $-1/T_0$, which corresponds to $\beta=1/T_0$. Thermal disorder changes this polarizability by a relative amount of order one when $T$ changes by $T_0$. The induced polarizability of section 3 changes far less.

The ratio of the two constants is

$$
\frac{3/\beta}{3T_0}=\frac1{\beta T_0}
=\frac{1}{(2.0\times10^{-5})(400)}=125.
$$

This gives "large" a definite meaning: $C\gg3T_0$ when $\beta T_0\ll1$. Both results are mean-field results; correlated fluctuations of neighbouring dipoles are left out.

## 5. A capacitor layer above its transition

Consider a ceramic layer 10 000 nm thick at 450 K, with $T_0=400$ K and a cell edge of 0.40 nm. The condition $x=1$ at $T_0$ requires $\alpha=3\varepsilon_0v$, where $v=0.064$ nm$^3$ is the cell volume. As a polarizability volume this is

$$
\frac{\alpha}{4\pi\varepsilon_0}=\frac{3v}{4\pi}=0.0153\ {\rm nm^3}.
$$

At the working temperature $1-x=(2.0\times10^{-5})(50)=0.001$, so the local field is 1000 times the applied field. The permittivity is

$$
\varepsilon=\frac{1.5\times10^5}{50}-2=2998.
$$

With 10 V across the layer, $E=0.010$ MV/cm, or $10^6$ V/m. The linear polarization is

$$
P=\varepsilon_0(2998-1)(10^6)=0.0265\ {\rm C/m^2}=2.65\ {\rm \mu C/cm^2}.
$$

### Nonlinearity and the transition

The linear theory cannot say how the unpolarized state ends. Add a polynomial free energy per volume,

$$
f=\tfrac12AP^2+\tfrac14BP^4+\tfrac16GP^6,\qquad E=AP+BP^3+GP^5,
$$

where $A=1/[\varepsilon_0(\varepsilon-1)]$ reproduces the linear response. Take the rough values $B=-1.0\times10^{-5}$ (MV/cm)/($\mu$C/cm$^2$)$^3$ and $G=3.0\times10^{-8}$ (MV/cm)/($\mu$C/cm$^2$)$^5$, both independent of temperature. In SI units they are $-10^9$ and $3\times10^{10}$.

At a first-order transition in zero field, a polarized state has $E=0$ and the same free energy as the unpolarized one, $f=0$. With $s=P^2\neq0$,

$$
A+Bs+Gs^2=0,\qquad \frac A2+\frac{Bs}{4}+\frac{Gs^2}{6}=0.
$$

Subtracting the second equation from half the first leaves $Bs/4+Gs^2/3=0$, so

$$
s=-\frac{3B}{4G},\qquad A=-Bs-Gs^2=\frac{3B^2}{16G}.
$$

The numbers are $s=0.025$ C$^2$/m$^4$ and $A=6.25\times10^6$ V m/C. The polarization jumps to about 16 $\mu$C/cm$^2$ when the permittivity has reached about 18 000. Equation (5) places this 8.3 K above $T_0$. In this example equilibrium therefore cuts off the divergence before it is reached.

At the working point, solving the equation for $E$ numerically gives an effective permittivity $1+P/(\varepsilon_0E)=3056$, which is 1.9% above the linear value. The rise comes from the negative $B$. At 0.10 MV/cm, a rough breakdown field for a bulk ceramic (thin layers can withstand more), the result is 2318, which is 23% below the linear value: the polarization is then large enough for the positive $G$ term to outweigh the $B$ term. Between the two fields the ratio passes through a maximum of about 3850 near 0.04 MV/cm. These numbers are ratios of $P$ to $E$. A small signal on top of a steady bias sees the slope $1+\varepsilon_0^{-1}dP/dE$ instead, which is 3176 at the working field and only about 640 at 0.10 MV/cm.

### Quantum vibration

Thermal expansion and vibrational changes of $\alpha$ follow the vibrational energy, which is not quite proportional to $T$. As an estimate, let one oscillator with quantum $k_B\theta$, $\theta=300$ K, represent all modes, and replace $T$ by its mean energy divided by $k_B$:

$$
T_q=\theta\left(\frac12+\frac1{e^{\theta/T}-1}\right)
=\frac\theta2\coth\frac{\theta}{2T}.
$$

Keep the observed $T_0$, and let $\beta$ be the high-temperature slope. The difference $T_q(450\,{\rm K})-T_q(400\,{\rm K})$ is 47.97 K instead of 50 K, so $\varepsilon$ becomes 3125, a rise of 4.2%. Most of this is a change of slope. For $T\gg\theta/2$, $T_q\approx T+\theta^2/(12T)$, whose slope at 400 K is about 0.95. Had $\beta$ been measured near $T_0$, it would already contain that factor, and less than 1% would remain.

### Electrode layers

Suppose poorly polarizable layers at the electrodes total 2 nm of the thickness and have permittivity 30. The normal displacement is the same throughout, so the voltages add in proportion to thickness divided by permittivity:

$$
\varepsilon_{\rm eff}=\frac{10000}{9998/2998+2/30}=2940.
$$

The loss is 1.9%. Its relative size grows with the permittivity of the ceramic and with the inverse of the total thickness.

## 6. When the local field is not Lorentz's

Equation (1) requires cubic surroundings at every polarizable site. To see what survives without that condition, first replace $1/3$ by a number $\lambda>0$:

$$
P=N\alpha\left(E+\frac{\lambda P}{\varepsilon_0}\right)
\quad\Rightarrow\quad
\frac{P}{\varepsilon_0E}=\frac{N\alpha/\varepsilon_0}{1-\lambda N\alpha/\varepsilon_0}.
$$

If $\lambda N\alpha/\varepsilon_0=1-\beta(T-T_0)$, the numerator is $[1-\beta(T-T_0)]/\lambda$, and

$$
\varepsilon=\frac{1}{\lambda\beta(T-T_0)}+1-\frac1\lambda. \tag{8}
$$

For $\lambda=1/3$ this returns equation (5), including the $-2$. The Curie-Weiss form survives, while the constant becomes $C=1/(\lambda\beta)$.

A perovskite has several kinds of site. Keep two of them: titanium, and the oxygen half a cell edge away along the polarization. Each sublattice by itself produces the factor $\lambda_0=1/3$ at its own sites. At the other sublattice's sites, the plane sum of section 1 gives $\lambda_1=2.727$. The close head-to-tail neighbours make it large.

Let both sublattices have the same dimensionless polarizability density $w=N\alpha/\varepsilon_0$. By symmetry each carries $P/2$, so

$$
\frac P2=w\left[\varepsilon_0E+(\lambda_0+\lambda_1)\frac P2\right].
$$

With $\Lambda=\lambda_0+\lambda_1=3.061$, this gives $P=2w\varepsilon_0E/(1-w\Lambda)$. Setting $w\Lambda=1-\beta(T-T_0)$,

$$
\varepsilon=\frac{2}{\Lambda\beta(T-T_0)}+1-\frac2\Lambda,\qquad
C=\frac{2}{\Lambda\beta}=3.27\times10^4\ {\rm K}.
$$

At the same $\beta$ and the same $T_0$, the Curie constant is 4.59 times smaller than in the one-site model, and the permittivity at 450 K is 654. Permanent dipoles on the same two sites would give $C=2T_0/\Lambda=261$ K, so the ratio of 125 is unchanged and a small $\beta$ still makes $C$ large. The numerical value of $C$ depends on the local fields much more than on the other corrections estimated at the working point.

Here too the formula describes uniform polarization. If neighbouring chains point in opposite directions, the factor is larger than $\Lambda$ by only 0.03%, but with so small a $\beta$ this pattern would become unstable about 16 K above $T_0$. Alternating sheets of parallel chains would do so about 8 K above $T_0$. Other forces must suppress such patterns for the formula to hold close to $T_0$.

## 7. Beside a real material

The chosen parameters lie in the rough regime of barium titanate, whose Curie point is near 400 K and whose Curie constant is of order $10^5$ K. Its several sites break the one-site assumption, which by the two-site estimate can change $C$ by a factor of about five at fixed $\beta$. The value $\beta=2\times10^{-5}$ K$^{-1}$ should therefore be read as an effective parameter, not as a measured property of one ion. Nor is dilution by thermal expansion established as the cause in this material. At fixed polarizability, compression would raise $T_0$ by about 300 K per GPa for a bulk modulus near 160 GPa, whereas pressure lowers the transition temperature of barium titanate. Short-range forces and their change with volume and temperature, which are left out here, must matter. The layer is also thick by the standards of modern multilayer capacitors, where thicknesses near 1000 nm are common. With the same 2 nm of electrode layers, the added term in the denominator of $\varepsilon_{\rm eff}$ would grow from 2% to 20% of the ceramic's own term, and at low voltage the effective permittivity would be about a sixth below that of the ceramic itself. At 10 V the mean field in such a layer would be 0.10 MV/cm. The electrode layers would take about 1.5 V, leaving 0.085 MV/cm in the ceramic, and the nonlinearity of section 5 would lower the effective value further, to about 2200. The electrode layers would then carry about 7 MV/cm, where a fixed permittivity of 30 is doubtful. Practical capacitor ceramics are usually modified chemically to broaden the transition; a single $T_0$ is then a poor description, and equation (5) should not be used for the whole layer without averaging over its composition.

Numerical values quoted here were computed with a short program.
